# Mean squared error of Monte Carlo, antithetic and thermal-line vibrational averages: verification in Python

```python
# Vibrational average of F = F0 + a.x + b.xx + d.xxx + c.xxxx (symmetric tensors), where
# x_i = q_i/sigma_i are standard normals, sigma^2 = coth(w/2kT)/(2w), atomic units.
# With A_i = a_i + 3 d_ijj, B_ij = b_ij + 6 c_ijkk, the results under test are
#  Gaussian: mean = F0 + tr b + 3 c_iijj, Vo = |A|^2 + 6|d|^2, Ve = 2|B|^2 + 24|c|^2
#  signs s_i = +-1 (thermal lines): bias = -2 sum c_iiii,
#   Wo = sum (A_i - 2 d_iii)^2 + 36 sum_{i<j<k} d^2,
#   We = sum_{i<j} (2B_ij - 8 c_iiij - 8 c_ijjj)^2 + 576 sum_{i<j<k<l} c^2
#  MSE for M evaluations: MC (Vo+Ve)/M, antithetic AP 2Ve/M,
#   TL bias^2 + (Wo+We)/M, paired TL2 bias^2 + 2We/M.   (o, e: odd, even part of F)
import numpy as np
from itertools import product, permutations, combinations
from math import comb, factorial
from numpy.polynomial.hermite_e import hermegauss
from numpy.polynomial.laguerre import laggauss
from scipy import constants as K
from scipy.linalg import eigh
from scipy.optimize import newton
from scipy.special import eval_hermitenorm, eval_laguerre
from pyscf import gto, scf, lib
from pyscf.scf import hf
from pyscf.data import elements
hf.MUTE_CHKFILE = True
lib.num_threads(1)
rng = np.random.default_rng(7)

def tensors(poly, N):
    T = [np.zeros((N,) * n) for n in range(5)]
    for e, co in poly.items():
        perms = set(permutations([i for i in range(N) for _ in range(e[i])]))
        for p in perms:
            T[sum(e)][p] += co / len(perms)
    return T

def formulas(T):
    F0, a, b, d, c = T
    N = len(a)
    A = a + 3 * np.einsum('ijj->i', d)
    B = b + 6 * np.einsum('ijkk->ij', c)
    V = [A @ A, 2 * (B**2).sum(), 6 * (d**2).sum(), 24 * (c**2).sum()]
    W = [((A - 2 * np.einsum('iii->i', d))**2).sum(),
         sum((2*B[i, j] - 8*c[i, i, i, j] - 8*c[i, j, j, j])**2 for i, j in combinations(range(N), 2)),
         36 * sum(d[t]**2 for t in combinations(range(N), 3)),
         576 * sum(c[t]**2 for t in combinations(range(N), 4))]
    return dict(mean=float(F0) + np.trace(b) + 3 * np.einsum('iijj->', c), V=V, W=W,
                bias=-2 * np.einsum('iiii->', c), Vo=V[0] + V[2], Ve=V[1] + V[3],
                Wo=W[0] + W[2], We=W[1] + W[3])

def mse(r, M):
    return np.array([(r['Vo'] + r['Ve']) / M, 2 * r['Ve'] / M,
                     r['bias']**2 + (r['Wo'] + r['We']) / M, r['bias']**2 + 2 * r['We'] / M])

def evaluate(poly, X):
    pw = [[X[:, i]**k for k in range(5)] for i in range(X.shape[1])]
    out = np.zeros(len(X))
    for e, co in poly.items():
        t = np.full(len(X), float(co))
        for i, k in enumerate(e):
            if k:
                t = t * pw[i][k]
        out += t
    return out

xs, ws = hermegauss(5)
ws = ws / ws.sum()

def brute(poly, N, R=None):
    # exact quadrature and full sign enumeration, mode basis rotated by x = R x'
    R = np.eye(N) if R is None else R
    X = np.array(list(product(xs, repeat=N))) @ R.T
    w = np.array(list(product(ws, repeat=N))).prod(1)
    S = np.array(list(product([1., -1.], repeat=N))) @ R.T
    f, g, p, m = (evaluate(poly, Z) for Z in (X, -X, S, -S))
    mu = w @ f
    return dict(mean=mu, Vo=w @ ((f - g) / 2)**2, Ve=w @ ((f + g) / 2 - mu)**2,
                cov=w @ ((f - mu) * (g - mu)), bias=p.mean() - mu,
                Wo=(((p - m) / 2)**2).mean(), We=((p + m) / 2).var())

def random_poly(N, degs=(0, 1, 2, 3, 4)):
    scale = [1, 1, .5, .2, .1]
    return {e: scale[sum(e)] * rng.normal() for e in product(range(5), repeat=N) if sum(e) in degs}

keys = ['mean', 'Vo', 'Ve', 'bias', 'Wo', 'We']
def rotate(T, R):
    out = [T[0]]
    for t in T[1:]:
        for _ in range(t.ndim):
            t = np.tensordot(t, R, axes=(0, 0))
        out.append(t)
    return out

# thermal moments from the number basis
for w0, kt in ((1.0, 2.0), (0.7, 0.2)):
    n = np.arange(220)
    q = np.diag(np.sqrt(n[1:] / (2 * w0)), 1); q = q + q.T
    p = np.exp(-n * w0 / kt); p /= p.sum()
    s2 = 1 / (2 * w0 * np.tanh(w0 / (2 * kt)))
    for k, dfac in ((1, 1), (2, 3), (3, 15), (4, 105)):
        assert abs(p @ np.diag(np.linalg.matrix_power(q, 2 * k)) / (dfac * s2**k) - 1) < 1e-10
# random five-mode polynomial, plain and rotated basis
P5 = random_poly(5); T5 = tensors(P5, 5)
Rot = np.linalg.qr(rng.normal(size=(5, 5)))[0]
f0, b0, f1, b1 = formulas(T5), brute(P5, 5), formulas(rotate(T5, Rot)), brute(P5, 5, Rot)
for k in keys:
    assert abs(f0[k] - b0[k]) < 1e-10 and abs(f1[k] - b1[k]) < 1e-10
assert abs(b0['cov'] - (f0['Ve'] - f0['Vo'])) < 1e-10
assert abs(b0['Ve'] - b1['Ve']) < 1e-10 and abs(b0['We'] - b1['We']) > 1e-3
# quadratic observable
P2 = random_poly(5, (0, 1, 2)); bq = brute(P2, 5); bb = tensors(P2, 5)[2]
assert abs(bq['bias']) < 1e-12
assert abs(bq['Vo'] + bq['Ve'] - bq['Wo'] - bq['We'] - 2 * (np.diag(bb)**2).sum()) < 1e-10
ce = brute({(3, 1): 1, (1, 3): 1, (1, 1): -6}, 2)
assert ce['We'] > ce['Ve'] + 1
R45 = np.array([[1, -1], [1, 1]]) / np.sqrt(2)
xy = [brute({(1, 1): 1}, 2, R) for R in (None, R45)]
x4 = [brute({(4, 0): 1, (0, 4): 1}, 2, R) for R in (None, R45)]
assert xy[1]['We'] < 1e-12 < xy[0]['We'] and abs(x4[0]['bias'] - x4[1]['bias']) > 1
print(f"x1^3x2+x1x2^3-6x1x2: V = {ce['Ve']:.3f}, W = {ce['We']:.3f} (dimensionless)")
print(f"x1x2: V = {xy[0]['Ve']:.3f}, W = {xy[0]['We']:.3f} at 0 deg, {xy[1]['We']:.3f} at 45 deg")
print(f"x1^4+x2^4: mean {x4[0]['mean']:.3f}, bias {x4[0]['bias']:.3f} at 0, {x4[1]['bias']:.3f} at 45 deg")
# simulated estimators
P4 = random_poly(4); r4 = formulas(tensors(P4, 4)); exact = brute(P4, 4)['mean']
reps, M = 20000, 8
sim = []
for signs, paired in ((0, 0), (0, 1), (1, 0), (1, 1)):
    npts = reps * (M // 2 if paired else M)
    X = rng.choice([-1., 1.], size=(npts, 4)) if signs else rng.normal(size=(npts, 4))
    f = (evaluate(P4, X) + evaluate(P4, -X)) / 2 if paired else evaluate(P4, X)
    e2 = (f.reshape(reps, -1).mean(1) - exact)**2
    sim.append((e2.mean(), e2.std() / np.sqrt(reps)))
sim = np.array(sim)
assert np.all(abs(sim[:, 0] - mse(r4, M)) < 5 * sim[:, 1])
row = lambda v, f='.4f': '  '.join(format(t, f) for t in v)
print(f"random 4-mode F, M = {M}, {reps} runs; MSE of MC AP TL TL2 (dimensionless)")
print("  formula  ", row(mse(r4, M))); print("  simulated", row(sim[:, 0]))
print("  std error", row(sim[:, 1]))

# ---- CO2, RHF/6-31G ----
amu = K.atomic_mass / K.m_e; Eh = K.physical_constants['Hartree energy'][0]
meV = Eh / K.e * 1e3; cm1 = Eh / (K.h * K.c * 100)
mC, mO = elements.MASSES[6] * amu, elements.MASSES[8] * amu
Mt = mC + 2 * mO
aO, bC, sO = np.sqrt(mC / (2 * mO * Mt)), np.sqrt(2 * mO / (mC * Mt)), 1 / np.sqrt(2 * mO)
dm_ref = None
def run(R, qs=0., qa=0., qx=0., qy=0.):
    o = np.array([-aO * qx, -aO * qy, -aO * qa])
    at = [('O', tuple(o + [0, 0, -R - sO * qs])), ('C', (bC * qx, bC * qy, bC * qa)),
          ('O', tuple(o + [0, 0, R + sO * qs]))]
    mf = scf.RHF(gto.M(atom=at, unit='Bohr', basis='6-31g', verbose=0))
    mf.chkfile = None; mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-7; mf.max_cycle = 100
    mf.kernel(dm0=dm_ref)
    assert mf.converged
    return mf
def observables(mf):
    # molecule in the xz plane: the in-plane block holds 9 of the 11 occupied orbitals
    # returns in-plane (HOMO, LUMO, LUMO+1), dipole, full HOMO-LUMO gap, in-plane (Fock, overlap)
    S = mf.get_ovlp(); SC = S @ mf.mo_coeff; F = (SC * mf.mo_energy) @ SC.T
    FS = np.array([F[np.ix_(ix, ix)], S[np.ix_(ix, ix)]])
    e = eigh(FS[0], FS[1], eigvals_only=True)
    return e[8:11], mf.dip_moment(unit='AU', verbose=0)[2], mf.mo_energy[11] - mf.mo_energy[10], FS
mstart = run(2.19); dm_ref = mstart.make_rdm1()
labels = mstart.mol.ao_labels()
ix = [i for i, l in enumerate(labels) if 'py' not in l]
nb = len(ix); na = nb // 3
sx = np.array([-1. if 'px' in labels[i] else 1. for i in ix])
sz = np.array([-1. if 'pz' in labels[i] else 1. for i in ix])
odd_x = np.outer(sx, sx) < 0                 # matrix elements odd in the bend amplitude
swap = np.r_[2 * na:3 * na, na:2 * na, 0:na]  # z reflection exchanges the two oxygens
R0 = newton(lambda R: run(R).nuc_grad_method().kernel()[2, 2], 2.18, x1=2.20, tol=1e-7)
m0 = run(R0); dm_ref = m0.make_rdm1(); E0 = m0.e_tot
lev0 = observables(m0)[0]; gap0 = lev0[1] - lev0[0]
assert abs(m0.mo_energy[12] - m0.mo_energy[11]) < 1e-6 and abs(gap0 - observables(m0)[2]) < 1e-6
h = 3.0
Es = {k: run(R0, qs=k * h).e_tot - E0 for k in (-2, -1, 1, 2)}
assert abs(8 * (Es[1] - Es[-1]) - Es[2] + Es[-2]) / (12 * h) < 1e-7
curv = lambda p1, m1, p2, m2: (16 * (p1 + m1) - p2 - m2) / (12 * h * h)
Ea = [run(R0, qa=k * h).e_tot - E0 for k in (1, 2)]
Eb = [run(R0, qx=k * h).e_tot - E0 for k in (1, 2)]
om = np.sqrt([curv(Es[1], Es[-1], Es[2], Es[-2]), curv(Ea[0], Ea[0], Ea[1], Ea[1]),
              curv(Eb[0], Eb[0], Eb[1], Eb[1])])
Temp = 300.0; kT = K.k * Temp / Eh
sig = np.sqrt(1 / (2 * om * np.tanh(om / (2 * kT))))
print(f"CO2 RHF/6-31G: mC = {mC:.1f}, mO = {mO:.1f} m_e, R(CO) = {R0:.5f} bohr")
print(f"T = {Temp:.0f} K, kT = {kT:.5e} Ha, static gap = {gap0:.6f} Ha")
print("static in-plane HOMO, LUMO, LUMO+1 (Ha)", row(lev0, '.5f'))
print("omega s, a, bend (Ha)   ", row(om, '.5e')); print("omega s, a, bend (cm^-1)", row(om * cm1, '.1f'))
print("sigma s, a, bend (bohr m_e^1/2)", row(sig))
us, wu = laggauss(4)   # u = rho^2/2 is exponentially distributed
Lv = np.zeros((5, 5, 4, 3)); D = np.zeros((5, 5, 4)); MT = np.zeros((5, 5, 4, 2, nb, nb)); dev = 0.
point = lambda s, a, x, y=0.: run(R0, s * sig[0], a * sig[1], x * sig[2], y * sig[2])
for i, j, k in product(range(5), range(2, 5), range(4)):
    rho = np.sqrt(2 * us[k])
    lv, dz, full, FS = observables(point(xs[i], xs[j], rho))
    FS = np.where(odd_x, FS / rho, FS)
    Lv[i, 4 - j, k] = lv; D[i, 4 - j, k] = -dz
    MT[i, 4 - j, k] = FS[:, swap][:, :, swap] * np.outer(sz, sz)
    Lv[i, j, k] = lv; D[i, j, k] = dz; MT[i, j, k] = FS
    dev = max(dev, abs(lv[1] - lv[0] - full))
G = Lv[..., 1] - Lv[..., 0]
mp, mm = point(1, 1, np.sqrt(2)), point(-1, 1, np.sqrt(2))
chk = point(-1, -1, 1, -1)   # symmetry image of mm
assert abs(chk.mo_energy - mm.mo_energy).max() < 1e-5
assert abs(chk.dip_moment(unit='AU', verbose=0)[2] + observables(mm)[1]) < 1e-5
(lp, dp, _, _), (lm, dn, _, _) = observables(mp), observables(mm)
gp, gm = lp[1] - lp[0], lm[1] - lm[0]
print(f"max |in-plane gap - HOMO-LUMO gap| on grid = {1e3*dev:.3f} mHa")
print(f"LUMO+1 minus LUMO on grid: {(Lv[...,2]-Lv[...,1]).min():.4f} to {(Lv[...,2]-Lv[...,1]).max():.4f} Ha")
Wt = np.einsum('i,j,k->ijk', ws, ws, wu)
mon = [(i, j, k) for i, j, k in product(range(5), range(5), range(3)) if i + j + 2 * k <= 4]
Phi = np.array([np.einsum('i,j,k->ijk', xs**i, xs**j, (2 * us)**k).ravel() for i, j, k in mon]).T
lag = lambda nd, x: np.array([np.prod([(x - b) / (a - b) for b in nd if b != a]) for a in nd])
lagm = lambda nd, pts: np.array([lag(nd, x) for x in pts])
interp = lambda Y: np.array([np.einsum('ijk,i,j,k->', Y, lag(xs, s), lag(xs, 1.), lag(us, 1.))
                             for s in (1., -1.)])

def fock_gap(sn, an, un, keep):
    # interpolate the Fock and overlap matrices, then diagonalize; gap shift in mHa
    A = np.tensordot(lagm(us, un), MT, axes=(1, 2))        # r i j
    A = np.tensordot(lagm(xs, an), A, axes=(1, 2))         # q r i
    A = np.tensordot(lagm(xs, sn), A, axes=(1, 2))         # p q r
    fac = np.where(odd_x, np.sqrt(2 * np.asarray(un))[:, None, None], 1.0)
    A = (A * fac[None, None, :, None])[keep]
    Li = np.linalg.inv(np.linalg.cholesky(A[:, 1]))
    e = np.linalg.eigvalsh(Li @ A[:, 0] @ Li.transpose(0, 2, 1))
    out = np.zeros(keep.shape); out[keep] = 1e3 * (e[:, 9] - e[:, 8] - gap0)
    return out
def moments(W, Y):
    mu = (W * Y).sum(); Yr = Y[::-1, ::-1]
    return dict(mean=mu, Vo=(W * ((Y - Yr) / 2)**2).sum(), Ve=(W * ((Y + Yr) / 2 - mu)**2).sum())
fine = []
for nh, nl in ((9, 10), (13, 16)):
    xh, wh = hermegauss(nh); ul, wl = laggauss(nl); wh = wh / wh.sum()
    Wf = np.einsum('i,j,k->ijk', wh, wh, wl); keep = Wf > 1e-9
    Yf = fock_gap(xh, xh, ul, keep)
    fine.append(moments(Wf * keep, Yf))
sdf = np.sqrt(fine[1]['Vo'] + fine[1]['Ve'])
assert abs(fine[0]['mean'] - fine[1]['mean']) < 0.005 * sdf
ivg = fock_gap([1., -1.], [1.], [1.], np.ones((2, 1, 1), bool)).ravel()
vg = 1e3 * (np.array([gp, gm]) - gap0)
errH = 1e3 * abs(interp(Lv[..., 0]) - [lp[0], lm[0]]).max()
errL = 1e3 * abs(interp(Lv[..., 1]) - [lp[1], lm[1]]).max()
errF = abs(ivg - vg).max()
assert errL > errH and errF < errL
print(f"interpolation error at line points (mHa): HOMO {errH:.4f}, LUMO {errL:.4f}, gap via Fock {errF:.1e}")
print(f"mean gap shift (mHa): 5x5x4 SCF {1e3*((Wt*G).sum()-gap0):.4f},"
      f" Fock 9x9x10 {fine[0]['mean']:.4f}, 13x13x16 {fine[1]['mean']:.4f}")

def projection(deg):
    # gap projected on the finest grid onto total degree <= deg (at most 8 per stretch),
    # evaluated at the two line points s = +1, -1 with a = 1, u = 1
    He = lambda n, x: eval_hermitenorm(n, x) / np.sqrt(factorial(n))
    idx = [(i, j, k) for i in range(9) for j in range(0, 9, 2) for k in range(7) if i + j + 2*k <= deg]
    Bm = np.array([np.einsum('i,j,k->ijk', He(i, xh), He(j, xh), eval_laguerre(k, ul))[keep]
                   for i, j, k in idx]).T
    sw = np.sqrt(Wf[keep])
    cf = np.linalg.lstsq(Bm * sw[:, None], Yf[keep] * sw, rcond=None)[0]
    return np.array([sum(c * He(i, s) * He(j, 1.) * eval_laguerre(k, 1.)
                         for c, (i, j, k) in zip(cf, idx)) for s in (1., -1.)])
degs = (4, 6, 8, 12)
proj = {g: projection(g) for g in degs}
perr = [abs(proj[g] - vg).max() for g in degs]
assert perr[-1] < 0.03 * sdf and perr[-1] < 0.5 * perr[0]
print(f"gap standard deviation {sdf:.4f} mHa; projections of degree {degs}:")
print("  max error at line points (mHa)", row(perr))
print("  thermal-line bias (mHa)       ", row([proj[g].mean() - fine[1]['mean'] for g in degs]))

def analyse(name, unit, Y, vp, vm, parity, iv, target, ref=None):
    # target: values the fitted quartic must reproduce at the two line points
    sw = np.sqrt(Wt.ravel())
    co = np.linalg.lstsq(Phi * sw[:, None], Y.ravel() * sw, rcond=None)[0]
    res2 = Wt.ravel() @ (Phi @ co - Y.ravel())**2
    poly = {}
    for (i, j, k), cf in zip(mon, co):
        for t in range(k + 1):
            poly[(i, j, 2 * t, 2 * (k - t))] = cf * comb(k, t)
    r = formulas(tensors(poly, 4))
    cg = moments(Wt, Y); sd = np.sqrt(cg['Vo'] + cg['Ve'])
    S2 = {(1, 1): vp, (-1, 1): vm, (1, -1): parity * vp, (-1, -1): parity * vm}
    ev = np.array([(S2[s, a] + S2[-s, -a]) / 2 for s, a in S2])
    od = np.array([(S2[s, a] - S2[-s, -a]) / 2 for s, a in S2])
    d = dict(cg if ref is None else ref)
    d.update(bias=ev.mean() - d['mean'], Wo=(od**2).mean(), We=ev.var())
    assert abs(r['Vo'] + r['Ve'] + res2 - sd**2) < 1e-7 * sd**2
    assert np.sqrt(res2) < 0.05 * sd
    pv = evaluate(poly, np.array([[1., 1, 1, 1], [-1., 1, 1, 1]]))
    # tolerances cover higher-degree terms that the small grid cannot resolve
    assert abs(pv - target).max() < 0.03 * sd
    assert abs(iv - [vp, vm]).max() < 0.01 * sd
    assert abs(np.sqrt(r['Wo']) - np.sqrt(d['Wo'])) < 0.03 * sd
    print(f"== {name}, unit {unit}; coefficient labels ijk mean s^i a^j (rho^2)^k")
    for deg in range(1, 5):
        t = [f"{i}{j}{k}:{cf:.4f}" for (i, j, k), cf in zip(mon, co)
             if i + j + 2 * k == deg and (-1)**j == parity]
        print(f" deg {deg}", ' '.join(t))
    print(f" constant {co[0]:.4f}, fit residual rms {np.sqrt(res2):.4f}")
    print(" V by degree 1-4 (unit^2)", row(r['V'])); print(" W by degree 1-4 (unit^2)", row(r['W']))
    print(" order:    " + ' '.join(keys) + " (unit or unit^2)")
    print(" formula  ", row([r[k] for k in keys])); print(" reference", row([d[k] for k in keys]))
    print(f" line points s=+1,-1 (a=+1): SCF {vp:.4f} {vm:.4f}, quartic {pv[0]:.4f} {pv[1]:.4f}")
    for Mv in (2, 20):
        print(f" RMSE M={Mv} MC AP TL TL2 (reference values):", row(np.sqrt(mse(d, Mv))))
    return r, d

rg, dg = analyse("gap minus static gap", "mHa", 1e3 * (G - gap0), vg[0], vg[1], 1, ivg, proj[4], fine[1])
assert rg['We'] < 1e-10
print(f" bias: quartic formula {rg['bias']:.4f}, reference {dg['bias']:.4f} mHa")
print(f" mean shift {dg['mean']*meV/1e3:.2f} meV, reference bias {dg['bias']*meV/1e3:.2f} meV")
for lab, r in (("quartic", rg), ("reference", dg)):
    print(f" M* ({lab}): TL2 vs MC {(r['Vo']+r['Ve']-2*r['We'])/r['bias']**2:.1f},"
          f" TL2 vs AP {2*(r['Ve']-r['We'])/r['bias']**2:.1f} evaluations")
vd = 1e3 * np.array([dp, dn])
rd, dd = analyse("axial dipole", "1e-3 e bohr", 1e3 * D, vd[0], vd[1], -1, interp(1e3 * D), vd)
assert abs(rd['bias']) < 1e-4
assert abs(np.sqrt(rd['We'] / dd['We']) - 1) < 0.1
print("every check passed")
```

It prints:

```
x1^3x2+x1x2^3-6x1x2: V = 12.000, W = 16.000 (dimensionless)
x1x2: V = 1.000, W = 1.000 at 0 deg, 0.000 at 45 deg
x1^4+x2^4: mean 6.000, bias -4.000 at 0, -2.000 at 45 deg
random 4-mode F, M = 8, 20000 runs; MSE of MC AP TL TL2 (dimensionless)
  formula   1.6333  1.3402  0.9210  0.4192
  simulated 1.6187  1.3420  0.9370  0.4189
  std error 0.0255  0.0388  0.0085  0.0041
CO2 RHF/6-31G: mC = 21894.7, mO = 29164.4 m_e, R(CO) = 2.19399 bohr
T = 300 K, kT = 9.50043e-04 Ha, static gap = 0.718411 Ha
static in-plane HOMO, LUMO, LUMO+1 (Ha) -0.53758  0.18083  0.23661
omega s, a, bend (Ha)    6.41196e-03  1.08149e-02  2.99047e-03
omega s, a, bend (cm^-1) 1407.3  2373.6  656.3
sigma s, a, bend (bohr m_e^1/2) 8.8409  6.7995  13.4983
max |in-plane gap - HOMO-LUMO gap| on grid = 0.000 mHa
LUMO+1 minus LUMO on grid: 0.0511 to 0.2408 Ha
interpolation error at line points (mHa): HOMO 0.0012, LUMO 0.6883, gap via Fock 1.6e-05
mean gap shift (mHa): 5x5x4 SCF -18.9903, Fock 9x9x10 -18.9511, 13x13x16 -18.9500
gap standard deviation 19.8906 mHa; projections of degree (4, 6, 8, 12):
  max error at line points (mHa) 1.3474  0.5639  0.1662  0.0857
  thermal-line bias (mHa)        -1.2394  -1.8331  -2.1001  -2.2439
== gap minus static gap, unit mHa; coefficient labels ijk mean s^i a^j (rho^2)^k
 deg 1 100:-14.6941
 deg 2 001:-9.3933 020:-0.6002 200:0.1485
 deg 3 101:0.5644 120:0.0693 300:0.0207
 deg 4 002:0.2877 021:-0.0148 040:0.0120 201:-0.0180 220:-0.0019 400:-0.0020
 constant -2.0157, fit residual rms 0.7270
 V by degree 1-4 (unit^2) 180.4698  203.6921  1.2866  5.3045
 W by degree 1-4 (unit^2) 181.5823  0.0000  0.0000  0.0000
 order:    mean Vo Ve bias Wo We (unit or unit^2)
 formula   -18.9903  181.7564  208.9966  -1.1707  181.5823  0.0000
 reference -18.9500  182.7067  212.9308  -2.1805  171.3539  0.0000
 line points s=+1,-1 (a=+1): SCF -34.2207 -8.0403, quartic -33.6362 -6.6857
 RMSE M=2 MC AP TL TL2 (reference values): 14.0648  14.5921  9.5095  2.1805
 RMSE M=20 MC AP TL TL2 (reference values): 4.4477  4.6144  3.6500  2.1805
 bias: quartic formula -1.1707, reference -2.1805 mHa
 mean shift -515.66 meV, reference bias -59.33 meV
 M* (quartic): TL2 vs MC 285.1, TL2 vs AP 305.0 evaluations
 M* (reference): TL2 vs MC 83.2, TL2 vs AP 89.6 evaluations
== axial dipole, unit 1e-3 e bohr; coefficient labels ijk mean s^i a^j (rho^2)^k
 deg 1 010:154.5506
 deg 2 110:-4.2389
 deg 3 011:-0.5278 030:-0.2803 210:-0.0700
 deg 4 111:-0.0107 130:-0.0025 310:-0.0028
 constant 0.0000, fit residual rms 0.0051
 V by degree 1-4 (unit^2) 23281.8881  18.2847  1.5956  0.0005
 W by degree 1-4 (unit^2) 23453.3049  18.1955  0.0000  0.0000
 order:    mean Vo Ve bias Wo We (unit or unit^2)
 formula   0.0000  23283.4837  18.2852  -0.0000  23453.3049  18.1955
 reference 0.0000  23283.4837  18.2852  -0.0000  23452.2783  18.1941
 line points s=+1,-1 (a=+1): SCF 148.8759 157.4068, quartic 148.8791 157.4103
 RMSE M=2 MC AP TL TL2 (reference values): 107.9393  4.2761  108.3293  4.2654
 RMSE M=20 MC AP TL TL2 (reference values): 34.1334  1.3522  34.2567  1.3489
every check passed
```
